# Why Gradient Corrections Miss the Wall Energy of a Fermion Box

Ten spin-polarised, non-interacting fermions in a one-dimensional box of length 10 bohr have a ground-state energy of 18.999 hartree. Thomas-Fermi (TF) theory gives 16.449 hartree. The difference, 2.550 hartree, is close to half the TF Fermi energy, 2.467 hartree. The second-order gradient correction, evaluated on the uniform TF density inside the box, is zero, and so are all higher ones.

This contradicts a reasonable belief: that TF theory is the first term of an expansion in density gradients, so that the next term holds the leading correction for a finite system.

## The exact energy and the TF energy

In Hartree atomic units, with hard walls at \(x=0\) and \(x=L\), the orbitals are \(\sqrt{2/L}\,\sin(j\pi x/L)\), \(j=1,2,\dots\), with energies \(\pi^2j^2/(2L^2)\). Each holds one fermion. Since \(\sum_{j=1}^N j^2=N(N+1)(2N+1)/6\),

\[
T=\frac{\pi^2}{2L^2}\left(\frac{N^3}{3}+\frac{N^2}{2}+\frac N6\right).
\]

TF theory takes its energy density from a uniform gas filled from \(-k\) to \(k\). There

\[
n=\int_{-k}^{k}\frac{dk'}{2\pi}=\frac k\pi,\qquad
\int_{-k}^{k}\frac{dk'}{2\pi}\frac{k'^2}{2}=\frac{k^3}{6\pi}=\frac{\pi^2n^3}{6},
\]

so \(T_{\rm TF}[n]=(\pi^2/6)\int n^3dx\). Because \(n^3\) is convex for \(n\ge0\), its average is at least the cube of the average density. The minimiser in the box is therefore \(n=N/L\), with energy \(\pi^2N^3/(6L^2)\). Subtraction gives

\[
T-T_{\rm TF}[N/L]=\frac{\pi^2N^2}{4L^2}+\frac{\pi^2N}{12L^2}.
\]

For \(N=10\), \(L=10\) bohr, the two terms are 2.467 and 0.082 hartree. In electronvolts, the \(N^2\) term is 67.1 eV out of a total of 517.0 eV.

## Why the belief tempts

The gradient correction has a sound derivation. Apply a weak potential \(v\cos qx\) to a uniform gas of density \(n_0=k/\pi\). With \(\varepsilon_p=p^2/2\), first-order perturbation theory changes a plane wave into

\[
\frac{1}{\sqrt{\ell}}\left[e^{ik'x}+\frac v2\sum_{\pm}\frac{e^{i(k'\pm q)x}}{\varepsilon_{k'}-\varepsilon_{k'\pm q}}\right],
\]

where \(\ell\) is the normalisation length. To first order in \(v\), its density is \(\ell^{-1}[1+v\cos qx\sum_\pm(\varepsilon_{k'}-\varepsilon_{k'\pm q})^{-1}]\). The denominators are \(-q(q\pm2k')/2\). Summing over occupied states gives \(\delta n=\chi v\cos qx\), and the two signs contribute equally because \(k'\to-k'\) exchanges them:

\[
\chi(q)=\frac{2}{2\pi}\int_{-k}^{k}dk'\left(-\frac{2}{q}\right)\frac{1}{q+2k'}
=-\frac{1}{\pi q}\ln\left|\frac{2k+q}{2k-q}\right| .
\]

For \(q<2k\) the integral is a principal value, since the contributions of coupled pairs of occupied states cancel.

To second order, let the kinetic energy of a ripple be \(\tfrac A2\int\delta n^2dx\); the linear term vanishes because \(\int\delta n\,dx=0\). Minimising this plus \(\int v\cos qx\,\delta n\,dx\) gives \(A\,\delta n=-v\cos qx\), so \(A=-1/\chi\). With \(y=q/2k<1\) the logarithm is \(2\,\mathrm{artanh}\,y=2(y+y^3/3+\dots)\), and

\[
-\frac1\chi=\pi k\,\frac{y}{\mathrm{artanh}\,y}
=\pi k\left(1-\frac{y^2}{3}+\dots\right)
=\pi^2n_0-\frac{q^2}{12n_0}+\dots
\]

The first term is the second derivative of \(\pi^2n^3/6\), as TF theory requires. The second contributes \(-\frac{q^2}{24n_0}\int\delta n^2dx=-\frac{1}{24n_0}\int(\delta n')^2dx\). This fixes the coefficient of \(n'^2\) at every density \(n_0\). A term \(h(n)n''\) adds nothing new, because integration by parts turns it into \(-h'(n)n'^2\), apart from boundary terms. Hence

\[
T_2[n]=-\frac1{24}\int\frac{n'^2}{n}\,dx .
\]

For a slowly varying density this works. Consider an infinite crystal with \(N\) filled bands, cell length \(L\) and potential \(V_0\cos(2\pi x/L)\), where \(V_0\) is 0.3 of the Fermi energy. On the crystal's own density, plane-wave diagonalisation gives \(T-T_{\rm TF}[n]=-0.001546\) hartree per cell for \(N=8\), against \(T_2[n]=-0.001538\) hartree. Their ratio is 1.0050, and 1.0012 for \(N=16\).

The trend follows from dimensions. With no other length available, a local kinetic term with \(2m\) derivatives must scale as \(\int n^3(\partial/n)^{2m}dx\). If \(n=(N/L)g(x/L)\) with a fixed smooth shape \(g\), this is proportional to \(N^{3-2m}/L^2\). TF is of order \(N^3\), \(T_2\) of order \(N\), and the next term of order \(1/N\), smaller than \(T_2\) by \(1/N^2\). Doubling \(N\) should reduce the deviation of the ratio from 1 fourfold; the computed factor is 4.07.

## Why it fails in the box

Every gradient term contains at least one derivative of \(n\) as a factor. Integrated over the interior of the box, where \(n=N/L\), each one vanishes, whatever its order or coefficient, and the \(N^2\) term remains missing.

A crystal with \(V_0=0\) makes the point sharply. With ten filled bands its exact density is \(N/L\), the same as the TF density of the box, and its computed energy per cell is 16.449 hartree, the TF value. A gradient functional given this density returns the same number for both systems. That number is the energy of the crystal, whose true density this is, and misses the energy of the box, whose true density is not uniform.

The missing energy can be traced by giving each level \(j\) the interval from \(j-\tfrac12\) to \(j+\tfrac12\). Since \(\int_{j-1/2}^{j+1/2}t^2dt=j^2+\tfrac1{12}\),

\[
\sum_{j=1}^Nj^2=\int_{1/2}^{N+1/2}t^2dt-\frac N{12}
=\frac{(N+\frac12)^3}{3}-\frac1{24}-\frac N{12}.
\]

TF theory integrates from 0 to \(N\). The walls forbid a state at \(j=0\), so the filled range moves up by half a level. The half level lost at the bottom has almost no energy, while the half level added at the top costs the Fermi energy per particle:

\[
\frac12\,\frac{\pi^2N^2}{2L^2}=\frac{\pi^2N^2}{4L^2}.
\]

The density shows the same shift. From \(2\sin^2a=1-\cos2a\),

\[
n(x)=\frac NL-\frac1L\sum_{j=1}^N\cos\frac{2\pi jx}{L}.
\]

Multiplying the sum by \(2\sin(\pi x/L)\) makes it telescope, because \(2\sin\frac\theta2\cos j\theta=\sin(j+\frac12)\theta-\sin(j-\frac12)\theta\). The result is

\[
n(x)=\frac{N+\frac12}{L}-\frac{\sin[(2N+1)\pi x/L]}{2L\sin(\pi x/L)} .
\]

Write \(n_b=(N+\tfrac12)/L\) for the smooth interior density and \(k_b=\pi n_b\). Near the left wall \(\sin(\pi x/L)\approx\pi x/L\), so the last term becomes \(n_b\sin(2k_bx)/(2k_bx)\). Its integral is \(n_b(\pi/2)/(2k_b)=\tfrac14\). Each wall repels a quarter of a particle into the interior.

## Would the exact density rescue the expansion?

One may object that the functionals should be given the exact density, which does have gradients. Write \(Ln=N-C\), where \(C\) is the cosine sum. Averaged over the box, \(\langle C\rangle=0\) and \(\langle C^2\rangle=N/2\). A product of three cosines averages to \(\tfrac14\) if one index is the sum of the other two, and to zero otherwise. There are \(N(N-1)/2\) ordered pairs with \(i+j\le N\), and the sum can stand in any of three places, so \(\langle C^3\rangle=3N(N-1)/8\). Then

\[
L^2\!\int n^3dx=N^3+3N\,\frac N2-\frac{3N(N-1)}8=N^3+\frac98N^2+\frac38N .
\]

Multiplication by \(\pi^2/(6L^2)\) gives an \(N^2\) term of \(3\pi^2N^2/(16L^2)\), three quarters of the correct one. That gain comes from TF itself. What is left for \(T_2\) is positive, but \(T_2\) is negative.

Its size follows from the wall layer. There \(n=n_bf(u)\), with \(u=2k_bx\) and \(f=1-\sin u/u\). Using \(n'=2k_bn_bf'\) and \(dx=du/2k_b\), one wall contributes

\[
\int\frac{n'^2}{n}dx=2k_bn_bJ=2\pi n_b^2J,\qquad J=\int_0^\infty\frac{f'^2}{f}\,du .
\]

The integral converges: the integrand tends to \(2/3\) at the wall, where \(f\approx u^2/6\), and falls as \(\cos^2u/u^2\) far away. Numerically \(J=1.499\). Well inside the box the ripple has amplitude of order \(1/L\) and slope of order \(N/L^2\), so that region contributes to \(T_2\) at order \(N/L^2\) and can be dropped. Two walls and the factor \(-1/24\) give

\[
T_2\to-\frac{\pi J}{6}\frac{N^2}{L^2}=-0.785\,\frac{N^2}{L^2}.
\]

The corrections to \(T_{\rm TF}[N/L]\), in units of \(N^2/L^2\), are:

| \(N\) | needed | TF on exact \(n\) | \(T_2\) on exact \(n\) |
|---|---|---|---|
| 10 | 2.550 | 1.912 | −0.864 |
| 40 | 2.488 | 1.866 | −0.804 |
| 160 | 2.473 | 1.854 | −0.790 |
| limit | 2.467 | 1.851 | −0.785 |

For ten particles, TF on the exact density gives 18.362 hartree, which is 0.637 too low. Adding \(T_2=-0.864\) gives 17.498 hartree, which is 1.501 too low. The gradient correction more than doubles the error.

Higher orders are not smaller by powers of \(N\). In the wall layer each derivative brings a factor \(2k_b=2\pi n_b\), so the \(n_b\) in \(\partial/n\) cancels. What remains is \(n_b^3\,dx\propto n_b^2\,du\). Any term whose integral converges at the wall is thus a pure number times \(N^2/L^2\) at leading order. Convergence is not assured beyond \(T_2\): at the wall \(n\propto x^2\), so fourth-order terms such as \(n'^4/n^5\) and \(n''^2/n^3\) each grow as \(x^{-6}\), and their integrals diverge unless the singular parts cancel. The cosine sum shows why there is no small parameter: it contains wavenumbers \(2\pi j/L\) with equal amplitudes, up to \(2\pi N/L\), twice the Fermi wavenumber \(\pi N/L\). The expansion variable \(y\) therefore runs up to 1 when measured with \(\pi N/L\), or up to \(N/(N+\tfrac12)\) when measured with the interior wavenumber \(k_b\); either way it approaches \(y=1\), where \(\chi\) is singular. Linear response is not quantitative at a wall where the density vanishes, but it identifies the scale on which "slowly varying" loses its meaning.

## Two limits on the use of \(T_2\)

In one dimension \(T_2\) can be evaluated but not minimised. For \(n=n_0(1+a\cos qx)\) with small \(a\), the change of \(T_{\rm TF}+T_2\) per unit length is

\[
\frac{\pi^2n_0^3a^2}{4}-\frac{n_0q^2a^2}{48},
\]

which is negative for \(q>2\sqrt3\,\pi n_0\). In the example this means more than 17.3 ripples across the box; the computed change is positive for 17 and negative for 18. At fixed \(a\), \(T_2\) falls as \(-q^2\) while the TF part stays constant, so the energy has no lower bound.

At a soft edge \(T_2\) cannot be evaluated on the TF density. Where a potential of finite slope crosses the Fermi energy, the TF density vanishes as \(\sqrt s\), with \(s\) the distance from the edge. Then \(n'^2/n\propto s^{-1}/s^{1/2}=s^{-3/2}\), and \(T_2\) diverges on the TF density.

The belief therefore needs a condition. The gradient expansion supplies the leading correction in an extended system whose density varies slowly on the Fermi wavelength throughout, as in the infinite crystal above. A system confined by walls or by a potential has edges, and at an edge that condition fails. Slow variation alone is not enough for a finite system either. On a ring of circumference \(L\) with odd \(N\), the levels \(2\pi^2j^2/L^2\) with \(|j|\le(N-1)/2\) are filled and \(\sum j^2=N(N^2-1)/12\), so \(T=\pi^2(N^3-N)/(6L^2)\). The density is uniform and every gradient term vanishes, yet TF is too high by \(\pi^2N/(6L^2)\), the order in \(N\) that \(T_2\) has for a fixed smooth shape. The numerical check checks the box energies, the response function and the crystal by direct diagonalisation.

## Computed results

```
Box: N = 10, L = 10.0 bohr
Exact energy, closed form: 18.99899 hartree
Exact energy, finite differences: 18.99887 hartree
TF energy, uniform density: 16.44934 hartree
Exact minus TF: 2.54965 hartree
N^2 wall term: 2.46740 hartree
N term: 0.08225 hartree
TF Fermi energy: 4.93480 hartree
Half the Fermi energy: 2.46740 hartree
Exact energy: 516.99 eV
N^2 wall term: 67.14 eV
Smooth interior density times L: 10.4987
TF on exact density: 18.36158 hartree
T2 on exact density: -0.86400 hartree
TF + T2 on exact density: 17.49757 hartree
Error of TF on exact density: -0.63741 hartree
Error of TF + T2 on exact density: -1.50142 hartree
Corrections in units of N^2/L^2 (hartree bohr^2):
N, exact - TF[uniform], TF[exact n] - TF[uniform], T2[exact n]
  10    2.54965    1.91224   -0.86400
  20    2.50852    1.88139   -0.82417
  40    2.48796    1.86597   -0.80440
  80    2.47768    1.85826   -0.79456
 160    2.47254    1.85441   -0.78964
Limits: 2.46740 1.85055 -0.78474
Wall-layer integral J: 1.49874
Ripple instability above m = 17.321 periods per L
TF + T2 change, 1% ripple, m = 17: 9.041e-05 hartree
TF + T2 change, 1% ripple, m = 18: -1.975e-04 hartree
Response, N = 3, q = 2k/3, diagonalisation: -0.35115 1/(hartree bohr)
Response, N = 3, q = 2k/3, formula: -0.35115 1/(hartree bohr)
Curvature of y/artanh(y), sign reversed: 0.33334
Free crystal, N = 10, energy per cell: 16.44934 hartree
Crystal with V0 = 0.3 Fermi energies, L = 10 bohr per cell:
N, V0, T, T - TF[n], T2[n] (hartree), ratio (T - TF)/T2
  8 0.94748 8.70915 -0.001546 -0.001538 1.00501
 16 3.78993 69.66345 -0.003052 -0.003048 1.00123
Ratio deviation from 1, N = 8 over N = 16: 4.073
```
